\section*{Benchmark errors and method rankings against an imperfect reference, part 2}

A benchmark compares method values $m_i$ with reference values $\rho_i$ that stand in for unknown targets $t_i$, $i=1,\dots,N$. The method, reference and apparent errors are $e_i=m_i-t_i$, $r_i=\rho_i-t_i$ and $d_i=m_i-\rho_i=e_i-r_i$. With $\langle\cdot\rangle$ the average over a list or population, $\mathrm{MSE}=\langle e^2\rangle$, $R^2=\langle r^2\rangle$ and $\mathrm{MSD}=\langle d^2\rangle$ have roots RMSE, $R$ and RMSD. Biases are $b_x=\langle x\rangle$, variances $\sigma_x^2=\langle(x-b_x)^2\rangle$, and $\kappa$ is the correlation coefficient of $e$ and $r$. Energies are in kcal/mol; "the program" is the numerical check.

With $e=b_e+\epsilon$ and $r=b_r+\eta$, parts (a) and (b) gave
\begin{equation}
\mathrm{MSD} = \mathrm{MSE} + R^2 - 2\langle er\rangle .
\label{eq:identity}
\end{equation}
\begin{align}
R^2 &= b_r^2 + 2b_r\langle\eta\rangle + \langle\eta^2\rangle = b_r^2+\sigma_r^2, \label{eq:r2}\\
\langle er\rangle &= b_eb_r + b_e\langle\eta\rangle + b_r\langle\epsilon\rangle + \langle\epsilon\eta\rangle = b_eb_r+\kappa\sigma_e\sigma_r. \label{eq:er}
\end{align}
\begin{equation}
\mathrm{MSD} = (b_e-b_r)^2 + \sigma_e^2+\sigma_r^2 - 2\kappa\sigma_e\sigma_r .
\label{eq:split}
\end{equation}
The Cauchy--Schwarz inequality gives $|\langle er\rangle|\le \mathrm{RMSE}\cdot R$. For independent $e$ and $r$,
\begin{equation}
\sigma_d^2=\sigma_e^2+\sigma_r^2,
\label{eq:varquad}
\end{equation}
and if also $b_r=0$, the quadrature rule $\mathrm{MSD}=\mathrm{MSE}+\sigma_r^2$ holds, so
\begin{equation}
\mathrm{RMSE}=\sqrt{\mathrm{MSD}-\sigma_r^2}.
\label{eq:correct}
\end{equation}

Part (d), now in progress, holds the $e_i$ fixed and takes the $r_i$ as independent Gaussians with mean zero and variance $\sigma_r^2$; $\mathbb E$ is the expectation over them. Linear combinations of independent Gaussians are Gaussian. For methods A and B, with $\delta_i=e_{A,i}-e_{B,i}$ and $\Delta=\mathrm{MSE}_A-\mathrm{MSE}_B$,
\begin{equation}
\mathbb E[\mathrm{MSD}]=\mathrm{MSE}+\sigma_r^2 .
\label{eq:meanmsd}
\end{equation}
\begin{equation}
\operatorname{Var}\mathrm{MSD}=\frac1{N^2}\sum_i\left(4e_i^2\sigma_r^2+2\sigma_r^4\right)=\frac{4\sigma_r^2\,\mathrm{MSE}+2\sigma_r^4}{N}.
\label{eq:varmsd}
\end{equation}
\begin{equation}
\mathrm{MSD}_A-\mathrm{MSD}_B=\Delta-\frac2N\sum_i\delta_ir_i .
\label{eq:diff}
\end{equation}
This difference has standard deviation $s$, and the methods appear in the wrong order with probability $P_{\rm swap}$:
\begin{equation}
s^2=\frac{4\sigma_r^2}{N^2}\sum_i\delta_i^2=\frac{4\sigma_r^2\langle\delta^2\rangle}{N},\qquad s=\frac{2\sigma_r\sqrt{\langle\delta^2\rangle}}{\sqrt N}.
\label{eq:s}
\end{equation}
\begin{equation}
P_{\rm swap}=\Phi\!\left(-\frac{|\Delta|}{s}\right).
\label{eq:pswap}
\end{equation}
Here $\Phi(x)=\int_{-\infty}^x\phi(z)\,dz$ and $\phi(z)=e^{-z^2/2}/\sqrt{2\pi}$.

The model has $b_A=-2$, $\sigma_A=1$, $b_B=+1$, $\sigma_B=1.5$, $\sigma_r=1$, hence $\mathrm{MSE}_A=5$ and $\mathrm{MSE}_B=3.25$. The example of part (d) has $N=12$, $e_{A,i}=b_A+\sigma_Au_i$ and $e_{B,i}=b_B+\sigma_Bv_i$, where $u$ repeats $(+1,-1)$ and $v$ repeats $(+1,+1,-1,-1)$. Still to be found are the relation of $\mathbb E[\mathrm{RMSD}]$ to the quadrature value, the numbers for this example, and the effect of correlated $r_i$.

For the root, set $X=\mathrm{MSD}$. The variance of $\sqrt X$ is non-negative and equals $\mathbb E X-(\mathbb E\sqrt X)^2$, so
\begin{equation}
\mathbb E[\mathrm{RMSD}]\le\sqrt{\mathrm{MSE}+\sigma_r^2}.
\end{equation}
The size of the gap follows at leading order from $X=\bar X+\xi$ with $\bar X=\mathbb EX$ and $\sqrt{\bar X+\xi}=\sqrt{\bar X}\,[1+\xi/(2\bar X)-\xi^2/(8\bar X^2)+\dots]$. The linear term averages to zero, leaving $\mathbb E\sqrt X\approx\sqrt{\bar X}-\operatorname{Var}X/(8\bar X^{3/2})$, a shift of order $1/N$. For finite $N$ the quantity $\mathrm{MSD}-\sigma_r^2$ in \eqref{eq:correct} is an unbiased estimate of MSE by \eqref{eq:meanmsd}, but it fluctuates with the variance \eqref{eq:varmsd} and can be negative for a method with small MSE.

In the example, $\langle u\rangle=\langle v\rangle=0$ and $\langle u^2\rangle=\langle v^2\rangle=1$, and over one period of four items $\sum u_iv_i=1-1-1+1=0$. The MSE values are therefore exactly $5$ and $3.25$, and
\begin{equation}
\langle\delta^2\rangle=(b_A-b_B)^2+\sigma_A^2+\sigma_B^2=9+1+2.25=12.25,\qquad\sqrt{\langle\delta^2\rangle}=3.500 .
\end{equation}
Equation \eqref{eq:varmsd} gives $\operatorname{Var}\mathrm{MSD}_A=(4\cdot1\cdot5+2)/12=22/12$, a standard deviation of $1.354$, and the sampled value is $1.354$. Equation \eqref{eq:s} gives $s=2\cdot1\cdot3.5/\sqrt{12}=2.021$, so $\Delta/s=1.75/2.021=0.866$ and $P_{\rm swap}=\Phi(-0.866)=0.193$; the sampled frequency is $0.193$. About one such benchmark in five puts the worse method first, although the reference is unbiased and independent. The sampled mean of $\mathrm{RMSD}_A$ is $2.434$ kcal/mol, below the quadrature value $2.449$. The leading-order shift is $1.354^2/(8\cdot6\cdot2.449)=0.016$, which reproduces the gap of $0.015$ to within the rounding of the last digit. The program asserts \eqref{eq:meanmsd}, \eqref{eq:varmsd}, \eqref{eq:s}, \eqref{eq:pswap} and the inequality against Monte Carlo sampling; the leading-order shift is only compared here.

If the $r_i$ are jointly Gaussian with zero means and covariances $C_{ij}=\mathbb E\,r_ir_j$, equations \eqref{eq:meanmsd} and \eqref{eq:diff} remain, and squaring the sum in \eqref{eq:diff} gives $s^2=4N^{-2}\sum_{ij}\delta_i\delta_jC_{ij}$. The extreme case is one random error common to all items, $r_i=r$ and $C_{ij}=\sigma_r^2$. The double sum then factorises into $(\sum_i\delta_i)^2\sigma_r^2=N^2(b_A-b_B)^2\sigma_r^2$, and $s=2\sigma_r|b_A-b_B|$ does not fall with $N$. An error of unknown sign that is common to the items acts, in the one realisation that exists, as a bias $b_r$, and adding items does not average it out.

\subsection*{(e) The mean absolute error}

Let $r$ be independent of $e$ with $b_r=0$, and use population averages. Compare $\langle|d|\rangle$ with $\langle|e|\rangle$. Decide whether $\langle|d|\rangle^2=\langle|e|\rangle^2+\langle|r|\rangle^2$, by treating Gaussian errors with and without bias, two Laplace errors with density $\tfrac12e^{-|x|}$, and $e=1$ with $r$ uniform on $[-\tfrac12,\tfrac12]$. Is the order of two methods by mean absolute error preserved?

\paragraph{Solution.} Define $g(e)=\int p_r(r)\,|e-r|\,dr$. Independence means that $p_r$ is the same for every $e$, so $\langle|d|\rangle=\int p_e(e)\,g(e)\,de$. The modulus of an integral does not exceed the integral of the modulus, which is Jensen's inequality for the function $|x|$:
\begin{equation}
g(e)\ge\left|\int p_r(r)\,(e-r)\,dr\right|=|e-b_r|=|e| .
\end{equation}
Averaging over $e$ gives
\begin{equation}
\langle|d|\rangle\ge\langle|e|\rangle .
\label{eq:jensen}
\end{equation}
Equality at a given $e$ requires that $e-r$ never change sign over the range of $r$.

If $e$ and $r$ are Gaussian, $d$ is Gaussian by the argument of part (d), with mean $b=b_e$ and variance $\sigma^2=\sigma_e^2+\sigma_r^2$. Write $d=b+\sigma z$ and use $|d|=d-2d\,\Theta(-d)$, with $\Theta$ the unit step; $d<0$ means $z<-b/\sigma$. Because $z\phi=-\phi'$, one has $\int_{-\infty}^{x}z\phi\,dz=-\phi(x)$, and $\phi$ is even, so
\begin{align}
\langle|d|\rangle&=b-2\int_{-\infty}^{-b/\sigma}(b+\sigma z)\,\phi(z)\,dz=b-2b\,\Phi(-b/\sigma)+2\sigma\,\phi(b/\sigma).
\end{align}
Further, $1-2\Phi(-x)=\int_{-x}^x\phi\,dz=\operatorname{erf}(x/\sqrt2)$, by the substitution $z=\sqrt2\,y$ in the definition $\operatorname{erf}(x)=(2/\sqrt\pi)\int_0^xe^{-y^2}dy$. Therefore
\begin{equation}
\langle|d|\rangle=\sigma\sqrt{\frac2\pi}\,e^{-b^2/2\sigma^2}+b\,\operatorname{erf}\!\left(\frac{b}{\sigma\sqrt2}\right).
\label{eq:fold}
\end{equation}
For $b=0$ the mean absolute value of each of $e$, $r$ and $d$ is the same multiple $\sqrt{2/\pi}$ of its standard deviation, and \eqref{eq:varquad} multiplied by $2/\pi$ is the quadrature rule for mean absolute values. With $\sigma_e=1.5$ and $\sigma_r=1$: $\langle|e|\rangle=1.1968$, $\langle|r|\rangle=0.7979$ and $\langle|d|\rangle=1.4384=\sqrt{1.1968^2+0.7979^2}$. The rule works here because $e$, $r$ and $d$ have the same shape of density.

For method A, which is biased, \eqref{eq:fold} with $b=-2$, $\sigma=1$ gives $\langle|e|\rangle=\sqrt{2/\pi}\,e^{-2}+2\operatorname{erf}\sqrt2=2.0170$, where the odd symmetry of erf makes the second term positive. With $\sigma=\sqrt2$ it gives $\langle|d|\rangle=(2/\sqrt\pi)\,e^{-1}+2\operatorname{erf}1=2.1005$. The quadrature sum is $\sqrt{2.0170^2+0.7979^2}=2.1691$, which is too large by $0.069$ kcal/mol. In the limit $|b|\gg\sigma$ the exponential in \eqref{eq:fold} vanishes and $\operatorname{erf}\to\operatorname{sign}b$, so $\langle|d|\rangle\to|b|$ and the reference noise drops out altogether.

A unit Laplace variable is a random sign times an exponential variable of mean 1, so $\langle|e|\rangle=\langle|r|\rangle=1$. Write $|e|=x$ and $|r|=y$. With probability $\tfrac12$ the signs are opposite and $|d|=x+y$, with mean 2. With probability $\tfrac12$ they are equal and $|d|=|x-y|=x+y-2\min(x,y)$. The minimum exceeds $q$ only if both variables do, with probability $e^{-q}e^{-q}=e^{-2q}$, so it is exponential with mean $\tfrac12$, and $\langle|x-y|\rangle=2-1=1$. Then $\langle|d|\rangle=\tfrac12\cdot2+\tfrac12\cdot1=1.5000$, above the quadrature value $\sqrt2=1.4142$.

For $e=1$ and $|r|\le\tfrac12$, $d=1-r$ is always positive, so $\langle|d|\rangle=1-b_r=1.0000$, the equality case of \eqref{eq:jensen}. Here $\langle|r|\rangle=2\int_0^{1/2}r\,dr=\tfrac14$, and the quadrature value $\sqrt{1+1/16}=1.0308$ is too large. The quadrature sum is therefore neither an upper nor a lower bound on $\langle|d|\rangle$. The program evaluates $\langle|d|\rangle$ by numerical integration in these four cases and asserts each value.

The order by mean absolute error is not preserved in general. Let $r$ be uniform on $[-c,c]$ and let all method errors satisfy $|e|\le c$. Splitting the integral at $r=e$,
\begin{equation}
g(e)=\frac1{2c}\left[\frac{(c+e)^2}2+\frac{(c-e)^2}2\right]=\frac c2+\frac{e^2}{2c},
\end{equation}
so $\langle|d|\rangle=c/2+\mathrm{MSE}/(2c)$ exactly. Against this reference the mean absolute deviation orders the methods by their MSE. Take one method with $|e|=\varepsilon$ on all items, and another with $e=0$ on half of the items and $|e|=\lambda\varepsilon\le c$ on the other half. The second has $\langle|e|\rangle=\lambda\varepsilon/2$ and $\mathrm{MSE}=\lambda^2\varepsilon^2/2$. For $\sqrt2<\lambda<2$ it has the smaller true mean absolute error and the larger MSE, so it is ranked last by $\langle|d|\rangle$.

\subsection*{(f) A method that shares the error of the reference}

Drop independence and take $R>0$. Define the overlap $\beta=\langle er\rangle/R^2$. Find the values of $\beta$ for which the apparent error is below the quadrature value, and those for which it is below the true error. Find what the subtraction $\mathrm{MSD}-R^2$ yields. Show what happens to the bias of a method when a constant shift is fitted to the reference values.

\paragraph{Solution.} Replacing $\langle er\rangle$ by $\beta R^2$ in \eqref{eq:identity} gives
\begin{equation}
\mathrm{MSD}=\mathrm{MSE}+R^2(1-2\beta).
\label{eq:beta}
\end{equation}
Since $R^2>0$, the two questions have separate thresholds:
\begin{align}
\mathrm{MSD}<\mathrm{MSE}+R^2&\iff\beta>0,\\
\mathrm{MSD}<\mathrm{MSE}&\iff\beta>\tfrac12 .
\label{eq:half}
\end{align}
A method with $0<\beta<\tfrac12$ shares the error of the reference in part and still looks worse than it is, only less so than quadrature predicts. The statement that a shared error flatters a method in absolute terms holds for $\beta>\tfrac12$ alone.

The geometry explains the value $\tfrac12$. Write $e=\beta r+e_\perp$. Then $\langle e_\perp r\rangle=\langle er\rangle-\beta R^2=0$, so cross terms between $r$ and $e_\perp$ vanish. With $P^2=\langle e_\perp^2\rangle$ and $d=(\beta-1)r+e_\perp$,
\begin{equation}
\mathrm{MSE}=\beta^2R^2+P^2,\qquad\mathrm{MSD}=(\beta-1)^2R^2+P^2 .
\label{eq:proj}
\end{equation}
Along the direction of $r$, in units of $R$, the target lies at $0$, the reference at $1$ and the method at $\beta$. The method is closer to the reference than to the target when it lies beyond the midpoint. At $\beta=1$ the shared component is invisible and the benchmark sees only $P$. At $\beta<0$ the method lies on the other side of the target and is charged for $|\beta|+1$ units where its true error has $|\beta|$.

By \eqref{eq:er} and \eqref{eq:r2},
\begin{equation}
\beta=\frac{b_eb_r+\kappa\sigma_e\sigma_r}{b_r^2+\sigma_r^2},
\label{eq:betamom}
\end{equation}
so overlap arises from biases of equal sign, from correlated fluctuations, or from both. For method B and an unbiased reference, $\beta=\kappa\sigma_B/\sigma_r=1.5\,\kappa$, and the threshold $\beta=\tfrac12$ lies at $\kappa=1/3$. The program integrates $(e-r)^2$ over the joint normal density as a function of $\kappa$, finds by root search that MSD equals $\mathrm{MSE}_B$ at $\kappa=0.3333$, and asserts $\beta=0.5000$ there. The overlap is a property of the numbers $e_i$ and $r_i$. A common physical approximation in method and reference is one way to produce it, and a coincidence of sign produces it equally.

The quadrature subtraction gives, from \eqref{eq:identity},
\begin{equation}
\mathrm{MSD}-R^2=\mathrm{MSE}-2\langle er\rangle=\mathrm{MSE}-2\beta R^2 .
\label{eq:wrongcorr}
\end{equation}
It underestimates MSE for $\beta>0$ and overestimates it for $\beta<0$. For $\beta>\tfrac12$ it acts in the wrong direction, lowering a value that is already below MSE. It gives a negative number when $2\langle er\rangle>\mathrm{MSE}$. An apparent error $\mathrm{RMSD}<R$ therefore proves that $\langle er\rangle>0$, for a population or for a fixed list, provided $R$ is the root mean square of the reference error over that same population or list. If only the variance $\sigma_r^2$ of random $r_i$ is known, MSD on a short list can fall below $\sigma_r^2$ by fluctuation, as noted in part (d).

Now replace $m_i$ by $m_i+c$ and choose $c$ to minimise MSD. The shift changes $b_e$ to $b_e+c$ and leaves $\sigma_e$ and $\kappa$ unchanged, so in \eqref{eq:split} only $(b_e+c-b_r)^2$ depends on $c$. Its minimum is at $c=b_r-b_e$, and the new bias is $b_e+c=b_r$. The fitted method has acquired the bias of the reference exactly, while its apparent bias is zero. Its overlap is $(b_r^2+\kappa\sigma_e\sigma_r)/(b_r^2+\sigma_r^2)$, which for $\kappa=0$ exceeds $\tfrac12$ when $2b_r^2>b_r^2+\sigma_r^2$, that is when $|b_r|>\sigma_r$.

\subsection*{(g) The ranking of two methods}

Let $\Delta=\mathrm{MSE}_A-\mathrm{MSE}_B>0$. Find how the reference error shifts the comparison, and the condition under which A is ranked first. Specialise to $\kappa_A=\kappa_B=0$ and find the threshold bias of the reference. Evaluate for the model with $b_r=-1$.

\paragraph{Solution.} Write \eqref{eq:identity} for each method and subtract. The term $R^2$ cancels:
\begin{equation}
\mathrm{MSD}_A-\mathrm{MSD}_B=\Delta-2\langle(e_A-e_B)\,r\rangle=\Delta-2R^2(\beta_A-\beta_B).
\label{eq:shift}
\end{equation}
The comparison is shifted in favour of the method with the larger overlap, by $2R^2(\beta_A-\beta_B)$, whether or not either $\beta$ exceeds $\tfrac12$. This is the precise content of the statement that a method sharing the bias of the reference is ranked too favourably: the favour is relative to a competitor that shares less. Two methods with equal $\beta$ keep their true difference, however large $R$ is. The shift changes the order only if it outweighs the true difference:
\begin{equation}
\mathrm{MSD}_A<\mathrm{MSD}_B\iff2\langle(e_A-e_B)\,r\rangle>\Delta .
\label{eq:reversal}
\end{equation}
The Cauchy--Schwarz inequality of part (a) bounds the left side of the last condition by $2R\sqrt{\langle\delta^2\rangle}$. The target cancels in $\delta=e_A-e_B=m_A-m_B$, so $\langle\delta^2\rangle$ is known from the calculations alone. Applying the same bound to \eqref{eq:shift} gives a test that needs only observable quantities and the size $R$: if $|\mathrm{MSD}_A-\mathrm{MSD}_B|>2R\sqrt{\langle\delta^2\rangle}$, the shift cannot bridge the apparent difference and the apparent order is the true order for any reference error of size $R$. The bound is sharp: with the $d_i$ fixed, $\Delta=\mathrm{MSD}_A-\mathrm{MSD}_B+2\langle\delta r\rangle$, and a reference error of size $R$ proportional to $\pm\delta$ gives $2\langle\delta r\rangle=\pm2R\sqrt{\langle\delta^2\rangle}$. If the apparent difference is smaller than this bound, some reference error of size $R$ makes the apparent order wrong, although for the actual reference it may still be right.

For $\kappa_A=\kappa_B=0$, \eqref{eq:er} gives $\langle(e_A-e_B)r\rangle=(b_A-b_B)\,b_r$, and \eqref{eq:reversal} becomes $2(b_A-b_B)\,b_r>\Delta$. For $b_A\ne b_B$ the two methods tie at
\begin{equation}
b_r^\ast=\frac{\Delta}{2(b_A-b_B)} .
\label{eq:bstar}
\end{equation}
The order is reversed when $b_r$ has the sign of $b_A-b_B$ and $|b_r|>|b_r^\ast|$. The threshold does not depend on $\sigma_r$. For $b_A=b_B$ and $\kappa_A=\kappa_B=0$ no bias of the reference reverses the order. The common random error at the end of part (d) gives $|\Delta|/s=|\Delta|/(2\sigma_r|b_A-b_B|)=|b_r^\ast|/\sigma_r$, so its swap probability is the probability that the common error passes the threshold \eqref{eq:bstar}.

In the model, $b_r^\ast=1.75/[2(-2-1)]=-0.2917$ kcal/mol. The program finds this value by root search on the numerically integrated MSD values and asserts agreement with \eqref{eq:bstar}. A reference bias of about $-0.3$ kcal/mol, small beside either RMSE, suffices, because it is multiplied by the difference of the method biases. For $b_r=-1$ and $\sigma_r=1$, $R^2=1+1=2.000$, $\langle e_Ar\rangle=(-2)(-1)=2$ and $\langle e_Br\rangle=(+1)(-1)=-1$, so $\beta_A=1.000$ and $\beta_B=-0.500$. Equation \eqref{eq:beta} gives
\begin{align}
\mathrm{MSD}_A&=5+2\,(1-2)=3.000, & \mathrm{RMSD}_A&=1.732,\nonumber\\
\mathrm{MSD}_B&=3.25+2\,(1+1)=7.250, & \mathrm{RMSD}_B&=2.693 .
\end{align}
The true values are $2.236$ and $1.803$ kcal/mol, so the order is reversed: the shift $2\cdot2\cdot(1+0.5)=6$ exceeds $\Delta=1.75$. The subtraction \eqref{eq:wrongcorr} gives $\sqrt{3-2}=1.000$ for A and $\sqrt{7.25-2}=2.291$ for B. It removes the same $R^2$ from both methods and so cannot change an order. The reference error in this example is statistically independent of both method errors, which shows that independence alone does not protect a ranking.

The overlap $\beta$ decides whether a method looks better than it is, and a difference in overlap between two methods can reverse their order, even when the reference error is independent of both method errors. It remains to apply these results to computed binding energies of H$_2$.
